# Linearization error in LAPW: wave functions and eigenvalues

## Result

Let \(\varepsilon\) be an exact eigenvalue and \(E_l\) the energy at which the radial functions \(u\) and \(\dot u\) are computed. Put \(\delta=\varepsilon-E_l\). If the LAPW basis has no other defect than this linearization, its variational wave function \(\tilde\varphi\) and eigenvalue \(\tilde\varepsilon\) satisfy, for small \(\delta\),

\[
\|\tilde\varphi-\psi\|=O(\delta^2),\qquad \tilde\varepsilon-\varepsilon=O(\delta^4).
\]

This is proved below for the lowest level of a given symmetry, and for an excited level that stays separated from the other eigenvalues of the LAPW matrix problem as \(\delta\to0\). For the lowest level these orders are attained, provided the state has weight in the linearized channel (with several channels, in the one with the largest \(|\delta_l|\)).

It is not enough to say that the energy error is the square of the wave-function error. The Hamiltonian is unbounded, so an error of small norm but steep slope can cost much energy. The proof must therefore control the gradient of the error and its continuity at the sphere boundary; the trial function must also be matched in slope in order to lie in the LAPW space.

## Setting and assumptions

Hartree atomic units are used, with \(H=-\tfrac12\nabla^2+V\). Inside a sphere of radius \(R\) the potential is spherical. The normalised exact state \(\psi\) then has, in each angular-momentum channel, the radial part \(A\,u(r,\varepsilon)\), where \(u(r,\omega)\) is the regular real solution at energy \(\omega\), normalised in the sphere. I write one channel and take \(A\) real. For finitely many channels and spheres, the sphere integrals below add, and \(\delta\) stands for the largest \(|\delta_l|\).

A function of the LAPW space \(\mathcal V(E)\), with \(E=E_l\), is a combination of interstitial basis functions outside the sphere. Inside it is \(a\,u+b\,\dot u\), with \(a,b\) fixed by continuity of value and slope at \(R\). Functions without an argument are taken at \(E\), and dots are energy derivatives. Two further assumptions are made:

- the interstitial basis can represent \(\psi\) outside the sphere;
- no error comes from truncating the sum over \(l\).

Matrix elements of \(H\) are defined by \(\int(\tfrac12\nabla f^*\!\cdot\nabla g+Vf^*g)\). This equals \(\int f^*Hg\) when \(g\) has no slope jump and obeys the outer boundary condition.

## Radial identities

Let \(h=-\frac{1}{2r^2}\frac{d}{dr}r^2\frac{d}{dr}+\frac{l(l+1)}{2r^2}+V\) and \(\langle f|g\rangle=\int_0^R fg\,r^2dr\). Differentiating \((h-\omega)u(r,\omega)=0\) once and twice with respect to \(\omega\), then setting \(\omega=E\), gives

\[
(h-E)u=0,\qquad (h-E)\dot u=u,\qquad (h-E)\ddot u=2\dot u .
\]

Differentiating \(\langle u|u\rangle=1\) in the same way gives

\[
\langle u|\dot u\rangle=0,\qquad \langle u|\ddot u\rangle=-p,\qquad p=\langle\dot u|\dot u\rangle .
\]

The potential terms cancel in \(f\,hg-g\,hf\), and the rest is a total derivative, \(-\tfrac12\frac{d}{dr}[r^2(fg'-gf')]\) after multiplication by \(r^2\). For regular functions the lower limit gives nothing, so

\[
\langle f|hg\rangle-\langle g|hf\rangle=-\tfrac12R^2\,(fg'-gf')_R. \tag{1}
\]

With \(f=u\), \(g=\dot u\), the left side is \(\langle u|u\rangle=1\) (the terms in \(E\) cancel). Hence

\[
R^2(u'\dot u-u\dot u')_R=2. \tag{2}
\]

The matching equations for \(a,b\) have determinant \(u\dot u'-\dot u u'=-2/R^2\), so they can be solved at any \(E\).

## First derivation: minimum principle and spectral gap

Here \(\varepsilon=\varepsilon_1\) is the lowest level of its symmetry, the next is \(\varepsilon_2>\varepsilon_1\), and the basis has this symmetry.

**A trial function.** Let \(\varphi\) equal \(\psi\) outside the sphere and \(a u+b\dot u\) inside, with \(a,b\) chosen to match \(\psi\) in value and slope. By the first assumption \(\varphi\) lies in \(\mathcal V(E)\).

To find \(a\) and \(b\), the boundary values of \(\ddot u\) are needed. Equation (1) with \(f=u\), \(g=\ddot u\) has left side \(2\langle u|\dot u\rangle=0\), so \(u\ddot u'-\ddot u u'=0\) at \(R\). The pair \((\ddot u,\ddot u')\) is therefore a multiple \(\alpha\) of \((u,u')\), which is not the zero pair. With \(f=\dot u\), \(g=\ddot u\), the left side of (1) is \(2p-\langle\ddot u|u\rangle=3p\), and the right side is

\[
-\tfrac12R^2\alpha(\dot u u'-u\dot u')=-\alpha .
\]

Thus \(\alpha=-3p\): at the boundary, \(\ddot u=-3pu\) and \(\ddot u'=-3pu'\).

The regular solution with fixed behaviour at the origin obeys an integral equation whose iteration converges for every energy, each term being a polynomial in the energy. It is therefore analytic in energy, together with its slope, and so is its normalised form. Taylor's theorem gives

\[
\psi=A\left(u+\delta\dot u+\tfrac12\delta^2\ddot u\right)+O(\delta^3)\quad (r\le R).
\]

At \(R\), replacing \(\ddot u\) by \(-3pu\) in both value and slope yields

\[
a=A\left(1-\tfrac32p\delta^2\right)+O(\delta^3),\qquad b=A\delta+O(\delta^3).
\]

The error \(e=\varphi-\psi\) vanishes outside the sphere. Inside,

\[
e=-\tfrac12A\delta^2w+O(\delta^3),\qquad w=\ddot u+3pu,\qquad w(R)=w'(R)=0. \tag{3}
\]

The bare expansion \(A(u+\delta\dot u)\) would miss \(\psi\) at \(R\) by terms of order \(\delta^2\). The correction \(-\tfrac32p\delta^2\) in \(a\) removes this mismatch in value and slope together.

**Its energy.** Since \((H-\varepsilon)\psi=0\), the terms linear in \(e\) vanish:

\[
\langle\varphi|H-\varepsilon|\varphi\rangle=\langle e|H-\varepsilon|e\rangle .
\]

Because \(e\) joins zero with zero slope, there is no surface term. The \(O(\delta^3)\) remainder in (3) stays \(O(\delta^3)\) under \(h\), since \(h\) acts on all functions involved through the identities above. Replacing \(\varepsilon\) by \(E\) changes the result only at higher order. Using \((h-E)w=2\dot u\) and \(\langle u|\dot u\rangle=0\),

\[
\langle e|H-\varepsilon|e\rangle=\tfrac14A^2\delta^4\langle w|2\dot u\rangle+O(\delta^5)
=\tfrac12A^2q\,\delta^4+O(\delta^5),\qquad q=\langle\dot u|\ddot u\rangle .
\]

The norm is \(\|\varphi\|^2=1+O(\delta^2)\), so the Rayleigh quotient \(\rho\) of \(\varphi\) obeys

\[
\rho-\varepsilon=\tfrac12A^2q\,\delta^4+O(\delta^5). \tag{4}
\]

The variational eigenvalue is the minimum of the Rayleigh quotient over \(\mathcal V(E)\), which contains \(\varphi\). Therefore \(\varepsilon_1\le\tilde\varepsilon\le\rho\), and the eigenvalue error is \(O(\delta^4)\).

**The wave function.** Expand the normalised \(\tilde\varphi\) in exact eigenstates with coefficients \(c_n\), choosing its phase so that \(c_1\ge0\). Then

\[
\tilde\varepsilon-\varepsilon_1=\sum_n|c_n|^2(\varepsilon_n-\varepsilon_1)\ge(\varepsilon_2-\varepsilon_1)(1-c_1^2). \tag{5}
\]

Since \(0\le c_1\le1\), we have \(\|\tilde\varphi-\psi\|^2=2(1-c_1)\le2(1-c_1^2)\), which is \(O(\delta^4)\). The wave-function error is \(O(\delta^2)\).

**The orders are attained.** The number \(1-c_1^2\) is the squared distance of \(\psi\) from the multiples of \(\tilde\varphi\). It cannot be smaller than \(D^2\), where \(D\) is the distance, within the sphere, of \(\psi\) from the span of \(u\) and \(\dot u\). The Taylor expansion gives \(D^2=\tfrac14A^2\delta^4\|\ddot u_\perp\|^2+O(\delta^5)\), with \(\ddot u_\perp\) the part of \(\ddot u\) orthogonal to both functions. With (5),

\[
(\varepsilon_2-\varepsilon_1)D^2\le\tilde\varepsilon-\varepsilon_1\le\rho-\varepsilon_1. \tag{6}
\]

Could \(\ddot u_\perp\) vanish? If \(\ddot u=\alpha u+\beta\dot u\) throughout the sphere, applying \(h-E\) would give \(2\dot u=\beta u\). Orthogonality then forces \(\dot u=0\), contradicting \((h-E)\dot u=u\). So for \(A\ne0\) the lower bound is a positive multiple of \(\delta^4\) at leading order, and neither order can be improved.

## Second derivation: the residual

Now \(\varepsilon\) may be an excited level. The basis is finite, and \(\varepsilon\) is assumed to be a simple Ritz value (eigenvalue of the LAPW matrix problem) at \(E=\varepsilon\), where \(\mathcal V(\varepsilon)\) contains \(\psi\) itself. Ritz values depend continuously on \(E\), so the others stay a finite distance away when \(E\) is close to \(\varepsilon\).

**Matching coefficients from overlaps.** Take the same trial function, but find \(a,b\) without expanding. Inside the sphere let

\[
s=\langle u|\psi\rangle,\qquad t=\langle\dot u|\psi\rangle,
\]

where \(\psi\) denotes its radial part. In (1) put \(f=u\), \(g=\psi\), with \(\psi=au+b\dot u\) in value and slope at \(R\). By (2),

\[
\delta s=-\tfrac12R^2\,b\,(u\dot u'-\dot u u')=b .
\]

With \(f=\dot u\), \(g=\psi\), and \(h\dot u=E\dot u+u\),

\[
\delta t-s=-\tfrac12R^2\,a\,(\dot u u'-u\dot u')=-a .
\]

Hence \(b=\delta s\) and \(a=s-\delta t\), without approximation.

**The residual.** Inside the sphere,

\[
(h-\varepsilon)(au+b\dot u)=(b-\delta a)u-\delta b\,\dot u=\delta^2(t\,u-s\,\dot u). \tag{7}
\]

Outside, \((H-\varepsilon)\varphi=0\), and the smooth joint adds no surface term. Let \(\eta=(H-\varepsilon)\varphi\). The functions \(u\) and \(\dot u/\sqrt p\) are orthonormal, so \(s^2+t^2/p\le A^2\), and

\[
\|\eta\|^2=\delta^4(t^2+ps^2)\le pA^2\delta^4 .
\]

This bound needs no Taylor expansion. The physical content of (7) is that \(\varphi\) fails the Schrödinger equation only inside the sphere, by an amount quadratic in \(\delta\).

**The trial energy.** From (7), \(\langle\psi|\eta\rangle=\delta^2(ts-st)=0\). Thus \(\langle\varphi|\eta\rangle=\langle e|\eta\rangle\), and

\[
|\rho-\varepsilon|\le\frac{\|e\|\,\|\eta\|}{\|\varphi\|^2}.
\]

A first-order expansion suffices for \(e\). Since \(\psi=A(u+\delta\dot u)+O(\delta^2)\) in the sphere, \(s=A+O(\delta^2)\) and \(t=Ap\delta+O(\delta^2)\), while the part \(\psi_\perp\) orthogonal to \(u,\dot u\) is \(O(\delta^2)\). Therefore

\[
e=-\delta t\,u+(\delta s-t/p)\dot u-\psi_\perp=O(\delta^2),
\]

and \(\rho-\varepsilon=O(\delta^4)\).

**From the trial function to the Ritz vector.** Let \(\hat\varphi=\varphi/\|\varphi\|=\sum_i c_i\chi_i\), where the orthonormal Ritz vectors \(\chi_i\) have Ritz values \(\theta_i\); these \(c_i\) differ from the coefficients in (5). Let \(\theta_n=\tilde\varepsilon\) be the value that tends to \(\varepsilon\), and let \(g\) be the distance from \(\rho\) to the nearest other one. Projection on \(\chi_i\) gives

\[
\langle\chi_i|(H-\rho)\hat\varphi\rangle=(\theta_i-\rho)c_i,
\]

so that

\[
\sum_i|c_i|^2(\theta_i-\rho)^2\le\kappa^2,\qquad \kappa=\|(H-\rho)\hat\varphi\|\le\frac{\|\eta\|}{\|\varphi\|}.
\]

The last inequality holds because the mean energy \(\rho\) minimises \(\|(H-x)\hat\varphi\|\) over real \(x\). It follows that \(\sum_{i\ne n}|c_i|^2\le\kappa^2/g^2\). The definition of \(\rho\) also gives \(\sum_i|c_i|^2(\theta_i-\rho)=0\), hence

\[
|c_n|^2|\theta_n-\rho|\le\sum_{i\ne n}|c_i|^2|\theta_i-\rho|\le\frac1g\sum_{i\ne n}|c_i|^2(\theta_i-\rho)^2\le\frac{\kappa^2}{g}.
\]

For \(\kappa<g\),

\[
|\tilde\varepsilon-\rho|\le\frac{\kappa^2/g}{1-\kappa^2/g^2}=O(\delta^4). \tag{8}
\]

Together with \(\rho-\varepsilon=O(\delta^4)\) this proves the eigenvalue statement. The squared sine of the angle between \(\hat\varphi\) and \(\chi_n\) is at most \(\kappa^2/g^2=O(\delta^4)\). With suitable phase, \(\chi_n\) is within \(O(\delta^2)\) of \(\hat\varphi\), which is within \(O(\delta^2)\) of \(\psi\). This proves the wave-function statement.

**The leading coefficient.** Solving the zero-sum relation for \(\theta_n-\rho\) gives

\[
\tilde\varepsilon-\rho=-\frac{1}{|c_n|^2}\sum_{i\ne n}\frac{|\langle\chi_i|(H-\rho)\hat\varphi\rangle|^2}{\theta_i-\rho}.
\]

At leading order \((H-\rho)\hat\varphi\) is \(-A\delta^2\dot u\) in the sphere. If \(b_i\) is the \(\dot u\) amplitude of \(\chi_i\) at \(E=\varepsilon\), its overlap with \(\dot u\) is \(pb_i\). With (4), for one channel,

\[
\frac{\tilde\varepsilon-\varepsilon}{\delta^4}\to A^2\left[\frac q2-p^2\sum_{i\ne n}\frac{|b_i|^2}{\theta_i-\varepsilon}\right]. \tag{9}
\]

The first term is the error of the matched trial function; the second is the response of the other Ritz states. States above the level lower its energy and states below raise it.

## A worked case

The model is a p channel in a spherical cell with \(R=2\) bohr and cell radius 3 bohr. The potential is \(-(4/r)e^{-r}\) inside the sphere and zero outside, and the radial slope vanishes at the cell boundary. Ten polynomials serve as interstitial basis. The exact levels are \(\varepsilon_1=0.02941\) Ha and \(\varepsilon_2=0.94991\) Ha, with gap 0.9205 Ha.

For the lowest level \(A^2=0.4425\), \(p=0.2073\) Ha\(^{-2}\) and \(q=0.1497\) Ha\(^{-3}\). The trial coefficient is

\[
\tfrac12A^2q=\tfrac12(0.4425)(0.1497)=0.0331\ \text{Ha}^{-3}.
\]

Relaxation in (9) reduces it to 0.0117 Ha\(^{-3}\). At \(|\delta|=0.1\) Ha this predicts an error of \(1.17\times10^{-6}\) Ha. Diagonalization gives these errors relative to the exact level:

| \(\delta\) (Ha) | energy error (Ha) | wave-function error |
|---|---|---|
| 0.10 | \(1.08\times10^{-6}\) | \(4.76\times10^{-4}\) |
| 0.05 | \(7.04\times10^{-8}\) | \(1.20\times10^{-4}\) |
| −0.05 | \(7.62\times10^{-8}\) | \(1.21\times10^{-4}\) |
| −0.10 | \(1.27\times10^{-6}\) | \(4.89\times10^{-4}\) |

The difference between the two signs comes from odd higher-order terms. Averaged over the signs, the energy error falls from \(1.175\times10^{-6}\) to \(7.33\times10^{-8}\) Ha when \(|\delta|\) is halved, a factor 16.0. The wave-function error falls by a factor 4.00. At \(\delta=0.1\) Ha the bounds (6) are \(7.2\times10^{-8}\) and \(2.84\times10^{-6}\) Ha, and the computed error lies between them. The relaxed coefficient and the table belong to this basis: ten polynomials reproduce the exact level at \(\delta=0\), but the sum in (9) still changes with basis size. With 50 polynomials the coefficient is 0.0111 Ha\(^{-3}\), and the errors at \(\delta=0.1\) Ha are \(1.03\times10^{-6}\) Ha and \(4.60\times10^{-4}\), shifts of 3 to 5%.

For the second level the trial coefficient is 0.0430 Ha\(^{-3}\), but the full coefficient is larger, 0.0540 Ha\(^{-3}\). By (9), such a net increase requires a contribution from a Ritz state below the level; here that state adds 0.0603 Ha\(^{-3}\) and the states above subtract 0.0493 Ha\(^{-3}\). With 50 polynomials the full coefficient falls to 0.0510 Ha\(^{-3}\), still above the trial value. For small \(\delta\) the Rayleigh quotient of the trial function still lies above the exact level \(\varepsilon_2\), its coefficient being positive, but it lies below the LAPW eigenvalue. The bound \(\tilde\varepsilon\le\rho\) of (6) thus fails for this excited level, although the fourth order remains.

The role of \(\dot u\) is seen by removing it. With \(u\) alone, the value at \(R\) can be matched, provided \(u(R,\varepsilon)\ne0\), but in general not the slope. The trial error is then continuous and \(O(\delta)\), including its gradient inside the sphere, so its energy is \(O(\delta^2)\). The minimum principle and (5) give an \(O(\delta^2)\) energy error and an \(O(\delta)\) wave-function error for the lowest level. At \(\delta=0.1\) Ha the energy error is \(3.31\times10^{-3}\) Ha (90 meV), against \(1.08\times10^{-6}\) Ha (0.029 meV) with \(\dot u\). The numerical check tests these exponents, coefficients and bounds for ten polynomials. The order is lost because the term \(\delta\dot u\) is missing, not because of the slope jump: with \(u\) and \(\dot u\) both free and joined in value only, the model again gives orders four and two, with coefficient 0.0111 Ha\(^{-3}\) for the lowest level.

## What each derivation assumes

Both derivations need a spherical potential in the sphere, an adequate interstitial basis and matching of the trial function in value and slope. If one of the first two fails, an error remains that need not vanish as \(E_l\to\varepsilon\). A non-spherical potential, for example, couples the channels, and the exact radial parts are no longer \(A\,u(r,\varepsilon)\).

The first derivation requires the lowest level of a symmetry and a gap in the exact spectrum. It needs the expansion of \(u(r,\varepsilon)\) to second order. In return it fixes the sign of the energy error, encloses it from both sides and shows that the orders are attained. It makes no demand on the other Ritz values. It does not cover a valence level lying above a core or semicore level of the same symmetry, the usual case in a solid. There the error can be negative: with the model potential deepened to \(-(8/r)e^{-r}\) and twelve polynomials, the second p level has no Ritz value below it and its coefficient is about \(-2\times10^{-3}\) Ha\(^{-3}\).

The second derivation applies to any level that stays separated from the other Ritz values. For the orders it needs only a first-order expansion with its remainder, because Green's identity supplies the matching coefficients; the leading coefficient (9) also uses (4), which rests on the second-order expansion. It does not fix the sign of the error. Its bound (8) requires \(\kappa<g\), and it loses its force when another Ritz value comes close.

Both results are asymptotic in \(\delta\). The energy \(p^{-1/2}\), which is 2.2 Ha for the first level here and 1.3 Ha for the second, sets a natural scale: at \(|\delta|=p^{-1/2}\) the first-order term \(\delta\dot u\) has the same norm as \(u\). If two states of the same \(l\) lie far apart on this scale, one \(E_l\) cannot make \(\delta\) small for both, and the fourth-order law does not by itself ensure a small error for each. Lying closer than this scale is not sufficient either: the two levels of the model are 0.92 Ha apart, and one \(E_l\) midway between them gives errors of 20 and 45 meV. At \(|\delta|=0.3\,p^{-1/2}\) the error is already between 0.58 and 1.65 times the leading term.

## Calculated quantities

```
model: l=1, Z=4.0, range=1.0 bohr, R=2.0, Rc=3.0 bohr
interstitial polynomials: 10
exact levels: 0.02940687  0.94990861 Ha; gap 0.920502 Ha
--- level 1: sphere weight A^2 = 0.442466
p=<udot|udot> = 0.207317 Ha^-2, <udot|uddot> = 0.149694 Ha^-3
R^2(u'udot-u udot') = 2.00000000 (a.u.)
trial wave coeff: formula 0.178316, limit 0.178325 Ha^-2
trial energy coeff: 3.3117e-02, limit 3.3115e-02 Ha^-3
LAPW energy coeff: 1.1725e-02, limit 1.1725e-02 Ha^-3
LAPW exponents: energy 4.003, wave function 2.001
d/Ha, energy error/Ha, wave error, lower, upper bound/Ha
+0.40  2.1645e-04  7.3669e-03  1.5864e-05  4.6576e-04
+0.20  1.5971e-05  1.8814e-03  1.0964e-06  3.9079e-05
+0.10  1.0825e-06  4.7581e-04  7.2052e-08  2.8409e-06
+0.05  7.0426e-08  1.1969e-04  4.6175e-09  1.9165e-07
-0.05  7.6231e-08  1.2131e-04  4.8546e-09  2.2364e-07
-0.10  1.2684e-06  4.8879e-04  7.9641e-08  3.8676e-06
-0.20  2.1928e-05  1.9868e-03  1.3395e-06  7.2355e-05
-0.40  4.0838e-04  8.2530e-03  2.3680e-05  1.5820e-03
--- level 2: sphere weight A^2 = 0.606907
p=<udot|udot> = 0.582814 Ha^-2, <udot|uddot> = 0.141643 Ha^-3
R^2(u'udot-u udot') = 2.00000000 (a.u.)
trial wave coeff: formula 0.463859, limit 0.463819 Ha^-2
trial energy coeff: 4.2982e-02, limit 4.2985e-02 Ha^-3
LAPW energy coeff: 5.4044e-02, limit 5.4035e-02 Ha^-3
LAPW exponents: energy 4.006, wave function 2.008
d/Ha, energy error/Ha, wave error
+0.40  9.8612e-04  1.5090e-02
+0.20  7.2739e-05  4.0269e-03
+0.10  4.9507e-06  1.0471e-03
+0.05  3.2318e-07  2.6773e-04
-0.05  3.5334e-07  2.8217e-04
-0.10  5.9197e-06  1.1643e-03
-0.20  1.0423e-04  5.0165e-03
-0.40  2.0632e-03  2.4804e-02
--- level 1, u alone against u and udot
u-alone exponents: energy 2.013, wave function 1.001
energy error at d=0.1 Ha, u alone: 3.3095e-03 Ha
  = 90.0563 meV
energy error at d=0.1 Ha, LAPW: 1.0825e-06 Ha
  = 2.946e-02 meV
```
